\section*{The Augmented Hessian as a Level-Shifted Newton Step}

\section{From an eigenvector to a step}

\textbf{Q.} I have an SCF energy $E$ that depends on $n$ real orbital-rotation parameters. At the current orbitals I know the gradient $g\neq0$ and the symmetric Hessian $H$. Newton's method solves $Hx=-g$, a linear system. Why would anyone diagonalize a matrix instead?

\textbf{A.} Because $Hx=-g$ asks for a stationary point of the quadratic model
\begin{equation}
q(x)=g\cdot x+\tfrac12x^{T}Hx ,
\end{equation}
and if $H$ has a negative eigenvalue that point is not a minimum. The model is then unbounded below and has no minimum at all. Dividing by a growing denominator gives a quantity that is bounded:
\begin{equation}
\frac{2q(x)}{1+|x|^2}
=\frac{\begin{pmatrix}1&x^{T}\end{pmatrix}A\begin{pmatrix}1\\x\end{pmatrix}}
{\begin{pmatrix}1&x^{T}\end{pmatrix}\begin{pmatrix}1\\x\end{pmatrix}},
\qquad
A=\begin{pmatrix}0&g^{T}\\g&H\end{pmatrix}.
\label{eq:ray}
\end{equation}
The numerator is $2g\cdot x+x^{T}Hx$, since $g$ enters once from the first row and once from the first column. This is a Rayleigh quotient, so its stationary points are eigenvectors of the augmented Hessian $A$.

\textbf{Q.} That is a different function from $q$. Why should its stationary points have anything to do with Newton steps?

\textbf{A.} Take an eigenvector with nonzero first component and scale that component to one. The two rows of $A(1,x)^{T}=\mu(1,x)^{T}$ read
\begin{align}
g\cdot x&=\mu, \label{eq:row1}\\
g+Hx&=\mu x\quad\Longrightarrow\quad (H-\mu)x=-g. \label{eq:row2}
\end{align}
The second row is Newton's equation with every Hessian eigenvalue shifted by $-\mu$. The first row says that the shift is not free: it equals the first-order change of the energy over the step, $\mu=g\cdot x$, that is, the initial slope along the step times its length.

\section{Which root, and why it is the lowest}

\textbf{Q.} There are $n+1$ eigenvalues. A shift of the wrong sign or size would leave $H-\mu$ indefinite, and nothing would be gained.

\textbf{A.} Order the eigenvalues as $\mu_0\le\dots\le\mu_n$ for $A$ and $\lambda_1\le\dots\le\lambda_n$ for $H$. The lowest eigenvalue of $A$ is the minimum of its Rayleigh quotient over all vectors. Try $(0,v_1)$, with $v_1$ a normalized lowest eigenvector of $H$. The quotient is $v_1^{T}Hv_1=\lambda_1$, so
\begin{equation}
\mu_0\le\lambda_1 .
\end{equation}
The eigenvalues of $H-\mu_0$ are $\lambda_i-\mu_0\ge\lambda_1-\mu_0\ge0$. Hence $H-\mu_0$ is positive semidefinite.

Now try $(1,0)$. Its quotient is the corner element, zero, so $\mu_0\le0$. Equality would make $(1,0)$ an eigenvector, but $A(1,0)^{T}=(0,g)^{T}$ is not a multiple of it when $g\ne0$. Therefore $\mu_0<0$, and by (\ref{eq:row1}) the step has $g\cdot x<0$: it starts downhill.

\textbf{Q.} Could a higher root do as well?

\textbf{A.} Not in general, and the full interlacing theorem shows why. By Courant--Fischer, $\mu_k$ is the minimum, over subspaces of dimension $k+1$, of the largest Rayleigh quotient in the subspace. Allowing only subspaces made of vectors $(0,v)$ can only raise this minimum, and the restricted minimum is $\lambda_{k+1}$. So $\mu_k\le\lambda_{k+1}$.

Equally, $\mu_k$ is the maximum, over subspaces of dimension $n+1-k$, of the smallest quotient. The same restriction can only lower the maximum, and it gives the $k$-th eigenvalue of $H$, because $n+1-k=n-(k-1)$. So $\mu_k\ge\lambda_k$. Together,
\begin{equation}
\mu_0\le\lambda_1\le\mu_1\le\lambda_2\le\dots\le\lambda_n\le\mu_n .
\end{equation}
When these inequalities are strict, exactly $k$ eigenvalues of $H$ lie below $\mu_k$, and $H-\mu_k$ has $k$ negative eigenvalues. Root $k$ then suits a search for a saddle with $k$ descending directions; a minimization takes $k=0$.

\section{When there is no step}

\textbf{Q.} You divided by the first component of the eigenvector. What if it is zero?

\textbf{A.} Then there is no step, and this can happen. An eigenvector $(0,v)$ requires $g\cdot v=0$ and $Hv=\mu v$, so its eigenvalue is at least $\lambda_1$. Any root below $\lambda_1$ therefore has a nonzero first component. To find such roots, let $g_i$ be the components of $g$ in the eigenbasis of $H$. Equation (\ref{eq:row2}) gives $x_i=-g_i/(\lambda_i-\mu)$, and inserting this in (\ref{eq:row1}) gives
\begin{equation}
f(\mu)\equiv\mu+\sum_i\frac{g_i^2}{\lambda_i-\mu}=0 .
\label{eq:sec}
\end{equation}
For $\mu<\lambda_1$ the derivative $f'=1+\sum_i g_i^2/(\lambda_i-\mu)^2$ is positive, and $f\to-\infty$ as $\mu\to-\infty$. If $g$ has a component in the lowest eigenspace of $H$, then $f\to+\infty$ as $\mu\to\lambda_1$ from below. There is exactly one root, $\mu_0<\lambda_1$, and $H-\mu_0$ is positive definite.

If $g$ has no such component, $f$ tends to the finite limit
\begin{equation}
L=\lambda_1+\sum_{\lambda_i>\lambda_1}\frac{g_i^2}{\lambda_i-\lambda_1}.
\label{eq:L}
\end{equation}
For $L>0$ the root below $\lambda_1$ still exists. For $L<0$ it does not: $\mu_0=\lambda_1$, with eigenvector $(0,v_1)$. An eigenvector $(1,x)$ at $\mu=\lambda_1$ would need $g\cdot x=-\sum g_i^2/(\lambda_i-\lambda_1)=\lambda_1$, which means $L=0$. In that borderline case both kinds exist.

Since $L<0$ requires $\lambda_1<0$, the failure is confined to indefinite or negative Hessians. The vector $v_1$ is still useful. Because $g\cdot v_1=0$ and $v_1^{T}Hv_1<0$, a displacement along $v_1$ of either sign lowers $q$.

\section{What the step achieves}

\textbf{Q.} Suppose the step exists. Positive semidefiniteness of a shifted matrix is algebra. What does it say about the energy model I started from?

\textbf{A.} It makes $x$ a best possible step of its length. Write $y=x+d$ and expand, using $g+Hx=\mu x$:
\begin{align}
q(y)-q(x)&=(g+Hx)\cdot d+\tfrac12d^{T}Hd\nonumber\\
&=\mu\,x\cdot d+\tfrac12\mu|d|^2+\tfrac12d^{T}(H-\mu)d\nonumber\\
&=\tfrac12\mu\left(|y|^2-|x|^2\right)+\tfrac12d^{T}(H-\mu)d ,
\label{eq:tr}
\end{align}
where the last line uses $|y|^2-|x|^2=2x\cdot d+|d|^2$. For $\mu=\mu_0$ and $|y|\le|x|$ the first term is a product of two non-positive factors, and the second is non-negative. So no point of the ball $|y|\le|x|$ has a lower $q$. The value reached follows from $x^{T}Hx=\mu|x|^2-g\cdot x$:
\begin{equation}
q(x)=\tfrac12g\cdot x+\tfrac12\mu|x|^2 ,
\label{eq:q}
\end{equation}
which equals $\tfrac12\mu(1+|x|^2)$ when $g\cdot x=\mu$.

\textbf{Q.} Near convergence I want the unshifted Newton step. Does the shift spoil the quadratic convergence?

\textbf{A.} No. Let $H$ be positive definite and $Hx_N=-g$. Subtracting this from $Hx=-g+\mu x$ gives
\begin{equation}
x-x_N=\mu H^{-1}x .
\end{equation}
Since $\mu<0$, $|x|\le|g|/(\lambda_1-\mu)\le|g|/\lambda_1$, and so $|\mu|=|g\cdot x|\le|g|^2/\lambda_1$. Hence $|x-x_N|\le|g|^3/\lambda_1^3$. The deviation is of third order in the gradient, while the error of the Newton step itself is in general of second order. In a numerical test on a random positive definite $H$, halving a small $g$ reduced the deviation by a factor of 7.997, against 8 for a pure cubic.

\section{The length of the step}

\textbf{Q.} You said ``best of its length''. Who controls the length?

\textbf{A.} So far nobody does, and near a saddle this is serious. From $\mu=g\cdot x$ and the Cauchy--Schwarz inequality,
\begin{equation}
|x|\ge\frac{|\mu_0|}{|g|}\ge\frac{|\lambda_1|}{|g|}\qquad(\lambda_1<0).
\label{eq:long}
\end{equation}
As $g\to0$ at fixed negative $\lambda_1$, any step that exists becomes arbitrarily long. The shift has the right character but the quadratic model is used far outside its range.

The cure is to replace $g$ by $\alpha g$ in $A$ and to read the eigenvector as $(1,\alpha x)$. The rows become
\begin{equation}
\alpha^2g\cdot x=\mu,\qquad \alpha g+\alpha Hx=\mu\alpha x\ \Longrightarrow\ (H-\mu)x=-g .
\label{eq:alpha}
\end{equation}
The shifted Newton equation survives, and interlacing still holds because the block $H$ is unchanged. The relation $\mu=g\cdot x$ belongs to $\alpha=1$ and becomes $\mu=\alpha^2g\cdot x$. Results (\ref{eq:tr}) and (\ref{eq:q}) used only the Newton equation, so they remain valid.

\textbf{Q.} Does a larger $\alpha$ always shorten the step?

\textbf{A.} It does if $g$ overlaps the lowest eigenspace. In (\ref{eq:sec}) the sum is multiplied by $\alpha^2$, so $f$ rises with $\alpha$ at fixed $\mu<\lambda_1$. As $f$ also increases with $\mu$, its root $\mu_0$ must fall. Then every term of
\begin{equation}
|x|^2=\sum_i\frac{g_i^2}{(\lambda_i-\mu_0)^2}
\end{equation}
with $g_i\neq0$ shrinks. The trial vector $(1,-g/|g|)/\sqrt2$ gives $\mu_0\le g^{T}Hg/(2|g|^2)-\alpha|g|$, so $\mu_0\to-\infty$ and $|x|\to0$ as $\alpha\to\infty$. By continuity, every length below that at $\alpha=1$ can be reached.

\textbf{Q.} Then the special value $\alpha=1$ looks arbitrary.

\textbf{A.} It is tied to the choice of parameters. Multiplying the energy by $s>0$ multiplies $A$ by $s$ and leaves $x$ alone. Measuring all parameters in a unit smaller by a factor $c$ turns $g$ into $g/c$ and $H$ into $H/c^2$. The new matrix is $c^{-2}$ times the old one with $\alpha=c$. So $\alpha$ amounts to a choice of the unit in which the ``1'' of $1+|x|^2$ is measured.

\section{Stretched H$_2$}

\textbf{Q.} Show me a case where I can follow the numbers.

\textbf{A.} Take unrestricted Hartree--Fock for H$_2$ at 4 bohr in the STO-3G basis. There is one bonding orbital $\sigma_g$ and one antibonding orbital $\sigma_u$. The up electron occupies $\cos a\,\sigma_g+\sin a\,\sigma_u$, and the down electron the same with angle $b$. With one electron of each spin, the electron repulsion is the Coulomb integral between the two densities. The up density is
\begin{equation}
\cos^2\!a\,\sigma_g^2+\sin^2\!a\,\sigma_u^2+\sin2a\,\sigma_g\sigma_u .
\end{equation}
Integrals with an odd number of $\sigma_u$ vanish by inversion symmetry. Let $h_g,h_u$ be the one-electron energies, $J_{gg},J_{uu},J_{gu}$ the Coulomb integrals and $K=(\sigma_g\sigma_u|\sigma_g\sigma_u)$. Substituting $\cos^2a=(1+\cos2a)/2$ and $\sin^2a=(1-\cos2a)/2$, and likewise for $b$, gives
\begin{equation}
E=E_0+B(\cos2a+\cos2b)+C\cos2a\cos2b+K\sin2a\sin2b,
\label{eq:h2}
\end{equation}
with
\begin{align}
B&=\tfrac12(h_g-h_u)+\tfrac14(J_{gg}-J_{uu}),\qquad
C=\tfrac14(J_{gg}+J_{uu}-2J_{gu}),\nonumber\\
E_0&=E_{\rm nuc}+h_g+h_u+\tfrac14(J_{gg}+J_{uu}+2J_{gu}).
\end{align}
The computed values are $E_0=-1.32226$, $B=-0.10103$, $C=0.00215$ and $K=0.53026$ Ry. Differentiating,
\begin{align}
\partial_aE&=-2B\sin2a-2C\sin2a\cos2b+2K\cos2a\sin2b,\nonumber\\
\partial_a^2E&=-4B\cos2a-4C\cos2a\cos2b-4K\sin2a\sin2b,\nonumber\\
\partial_a\partial_bE&=4C\sin2a\sin2b+4K\cos2a\cos2b,
\end{align}
and the $b$ derivatives follow by exchanging $a$ and $b$. At $a=0.20$, $b=-0.10$ rad,
\begin{equation}
g=\begin{pmatrix}-0.1170\\0.3654\end{pmatrix},\qquad
H=\begin{pmatrix}0.5285&1.9140\\1.9140&0.5524\end{pmatrix},
\end{equation}
in Ry with angles in radians. The eigenvalues of $H$ are $-1.3736$ and $2.4545$ Ry.

\textbf{Q.} What does plain Newton do here?

\textbf{A.} Its step is $(-0.2266,0.1237)$ rad, with $g\cdot x=+0.0717$ Ry. It starts uphill, and the energy rises by 0.0302 Ry. Repeated, it converges to $a=b=0$, the closed-shell solution at $-1.5222$ Ry. The Hessian eigenvalues there are $-1.7255$ and $2.5165$ Ry, so this is a saddle.

\textbf{Q.} And the augmented Hessian?

\textbf{A.} Its roots are $-1.4538$, $0.0674$ and $2.4673$ Ry, interlaced with those of $H$. The lowest, $\mu=-1.4538$ Ry ($-19.780$ eV), leaves $H-\mu$ with eigenvalues 0.0802 and 3.9083 Ry. The step is $(2.9793,-3.0245)$ rad, and
\begin{equation}
g\cdot x=(-0.1170)(2.9793)+(0.3654)(-3.0245)=-1.454\ \text{Ry}.
\end{equation}
Every algebraic claim holds, yet the step is useless. Its length is 4.245 rad; the bound (\ref{eq:long}) already demands $1.4538/0.384=3.79$ rad. The model predicts a change of $-13.8$ Ry, although the energy can fall by no more than 0.318 Ry from this point. In fact it rises by 0.033 Ry. Since (\ref{eq:h2}) has period $\pi$ in each angle, the step is equivalent to $(-0.162,0.117)$ rad and lands at $(0.038,0.017)$ rad, next to the saddle.

\textbf{Q.} So the scaling matters here.

\textbf{A.} It does, if the descent is to be controlled. Repeated without scaling, the iteration jumps about with the energy rising and falling, and it settles only once a jump happens to land near the minimum. A length of 0.30 rad requires $\alpha=4.8335$. The root is then $\mu=-2.5168$ Ry, and $\alpha^2g\cdot x=23.362\times(-0.10773)=-2.517$ Ry, as (\ref{eq:alpha}) requires. By (\ref{eq:q}) the model change is
\begin{equation}
\tfrac12(-0.10773)+\tfrac12(-2.5168)(0.30)^2=-0.1671\ \text{Ry},
\end{equation}
and the true change is $-0.1491$ Ry. Keeping 0.30 rad as the largest allowed length, the iteration gives
\begin{center}
\begin{tabular}{cccccc}
$k$ & $E$ (Ry) & $|g|$ (Ry/rad) & $\lambda_1$ (Ry) & $\alpha$ & $|x|$ (rad)\\
0 & $-1.553408$ & $3.84\times10^{-1}$ & $-1.374$ & 4.83 & 0.300\\
1 & $-1.702491$ & $5.65\times10^{-1}$ & $0.031$ & 3.29 & 0.300\\
2 & $-1.844784$ & $3.09\times10^{-1}$ & $1.569$ & 1 & 0.189\\
3 & $-1.871183$ & $4.57\times10^{-2}$ & $2.086$ & 1 & $2.19\times10^{-2}$\\
4 & $-1.871685$ & $3.67\times10^{-4}$ & $2.053$ & 1 & $1.79\times10^{-4}$\\
5 & $-1.871685$ & $2.68\times10^{-8}$ & $2.053$ & 1 & $1.30\times10^{-8}$
\end{tabular}
\end{center}

\textbf{Q.} The gradient grows in the first step. Is that not a bad sign?

\textbf{A.} Not by itself. A growing gradient is common for a step that starts where the curvature is negative, and the energy is the quantity to watch. The model gradient at the end of the step is $g+Hx=\mu x$, of norm $2.5168\times0.30=0.755$ Ry/rad, larger than the initial 0.384. The true value, 0.565, is smaller than the model's but also larger than the initial one. The energy falls all the same. At the end, the ratio of each new $|g|$ to the square of the previous one is 0.18 and then 0.20 rad/Ry, as expected for quadratic convergence.

\textbf{Q.} How do you know the end point is the minimum?

\textbf{A.} On the line $b=-a$, with $p=\cos2a$, the energy is $E_0+2Bp+Cp^2-K(1-p^2)$. It is stationary at $p=-B/(C+K)=0.1898$, with
\begin{equation}
E_{\min}=E_0-K-\frac{B^2}{C+K}=-1.871685\ \text{Ry}\quad(-25.4656\ \text{eV}).
\end{equation}
The symmetry $E(a,b)=E(-b,-a)$ removes the gradient across this line. The iteration ends at $a=-b=0.6899$ rad with this energy and a positive definite Hessian, and a grid scan over both angles found nothing lower. These energies belong to the minimal basis and are far from converged values for H$_2$. In the cc-pVTZ basis the closed-shell and unrestricted energies are $-1.821$ and $-2.005$ Ry, and the gap between them shrinks from 0.35 to 0.18 Ry.

\textbf{Q.} What if I start from a closed-shell guess, $a=b$?

\textbf{A.} Then you can meet the case with no step. Since $E(a,b)=E(b,a)$, the gradient has no component along $(1,-1)$, and the eigenvectors of $H$ are $(1,1)$ and $(1,-1)$. The second is the lower one, because the eigenvalues differ by $2\,\partial_a\partial_bE=8(C\sin^22a+K\cos^22a)>0$. Whether a step exists then depends on the sign of $L$, which varies with the angle. At $a=b=\pi/4$, for instance, $L=-4(C+K)+B^2/C\approx+2.6$ Ry and a step exists. At $a=b=0.10$ rad the Hessian eigenvalues are $-1.7336$ and $2.3417$ Ry and $|g|=0.3476$ Ry/rad, so (\ref{eq:L}) gives
\begin{equation}
L=-1.7336+\frac{0.3476^2}{2.3417+1.7336}=-1.7039\ \text{Ry}<0 .
\end{equation}
The lowest root is $\lambda_1$ itself, the first component vanishes to numerical precision, and no step is defined. A larger $\alpha$ can make $L$ positive, but the resulting $x=-(H-\mu)^{-1}g$ is parallel to $g$ and keeps $a=b$. To reach the broken-symmetry minimum, the two angles must first be made unequal, by a displacement with a component along $(1,-1)$. The natural choice is the eigenvector that the calculation has just supplied, which turns the two spins in opposite directions.

\section*{Values computed for the example and the checks}
\begin{verbatim}
H-H distance: 4.0 bohr; basis STO-3G
E0 = -1.322257 Ry, B = -0.101028 Ry, C = 0.002150 Ry, K = 0.530256 Ry
start angles a, b: 0.20, -0.10 rad
start energy: -1.553408 Ry
gradient: -0.117016, 0.365395 Ry/rad
Hessian aa, bb, ab: 0.528545, 0.552390, 1.913986 Ry/rad^2
Hessian eigenvalues: -1.373556, 2.454491 Ry
augmented roots: -1.453779, 0.067413, 2.467301 Ry
lowest root mu: -1.453779 Ry = -19.7797 eV
unscaled step x: 2.97931, -3.02454 rad; length 4.24548 rad
g.x of the separately solved Newton equation: -1.453779 Ry
eigenvalues of H - mu: 0.080223, 3.908270 Ry
unscaled step, model energy change: -13.82844 Ry
unscaled step, true energy change: 0.032945 Ry
largest possible lowering from start: -0.318276 Ry
plain Newton step: -0.226613, 0.123716 rad
plain Newton g.x: 0.071723 Ry; true change 0.030157 Ry
closed-shell energy (Newton limit): -1.522164 Ry
closed-shell Hessian eigenvalues: -1.725510, 2.516539 Ry
trust radius: 0.30 rad; alpha = 4.833452
scaled root mu: -2.516832 Ry; g.x = -0.107731 Ry
scaled step: 0.186239, -0.235191 rad
scaled step, model change -0.167123 Ry, true change -0.149083 Ry
equal angles 0.10 rad: Hessian eigenvalues -1.733566, 2.341731 Ry
equal angles: |g| = 0.347609 Ry/rad, lowest root -1.733566 Ry
equal angles: limit of f at lowest eigenvalue -1.703916 Ry
equal angles: first component below 1e-10: True
iter  E (Ry)  |g| (Ry/rad)  lowest H (Ry)  mu (Ry)  alpha  |x| (rad)
 0 -1.55340827 3.84e-01 -1.37356 -2.517e+00 4.8335 3.00e-01
 1 -1.70249084 5.65e-01 0.03125 -1.833e+00 3.2947 3.00e-01
 2 -1.84478398 3.09e-01 1.56914 -5.829e-02 1.0000 1.89e-01
 3 -1.87118272 4.57e-02 2.08611 -9.984e-04 1.0000 2.19e-02
 4 -1.87168462 3.67e-04 2.05324 -6.547e-08 1.0000 1.79e-04
 5 -1.87168466 2.68e-08 2.05294 -3.496e-16 1.0000 1.30e-08
rejected steps: 0
final angles: 0.689940, -0.689940 rad; cos 2a = 0.189758
final energy: -1.87168466 Ry = -25.46557 eV
closed-form minimum: -1.87168466 Ry
Newton-deviation ratio on halving g: 7.9970
\end{verbatim}
